\section*{How the Tamm-Dancoff approximation breaks oscillator-strength sums and length-velocity equivalence}

\section{The result}

The Tamm-Dancoff approximation (TDA) can change an excitation energy by a few per cent and its oscillator strength by a third or more. For the lowest singlet excitation of the beryllium atom in the local density approximation (LDA), it raises the energy by 5.5\% relative to full linear response. It raises the length-form strength from 1.30 to 1.70 and lowers the velocity-form strength from 1.30 to 0.78. Summed over all states, the length strengths give 4.90 and the velocity strengths 3.43, although the atom has four electrons. Full response gives 4.00 in both forms.

When the coupling that the TDA discards is weak compared with the orbital gaps, the energy error is of second order in it, while the intensity error is of first order. In beryllium the coupling is not weak, but the energy error is still the smaller one; near an instability of the ground state the relative energy error can become large as well. In a complete basis, full response obeys the Thomas-Reiche-Kuhn sum rule and length-velocity equivalence, under conditions stated below; the TDA in general obeys neither.

\section{Response equations and strengths}

Hartree atomic units are used. The system has a closed shell of $N$ electrons and real orbitals, with $i,j,k$ occupied and $a,b$ virtual. A weak perturbation changes an occupied orbital to
\begin{equation}
\phi_i(t)=e^{-i\varepsilon_i t}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a\Big].
\end{equation}
Mixing among occupied orbitals leaves the density matrix unchanged and is omitted. Inserting this into the time-dependent one-electron equation and projecting on $\phi_a$ gives, to first order,
\begin{equation}
i\dot c_{ia}=D_{ia}c_{ia}+\langle a|\delta h|i\rangle,\qquad D_{ia}=\varepsilon_a-\varepsilon_i .
\label{eq:motion}
\end{equation}
For a local Kohn-Sham potential with an adiabatic kernel $f$ (Hartree plus exchange-correlation), the induced density is $\delta n=2\sum_{jb}\phi_j\phi_b(c_{jb}+c_{jb}^*)$, the 2 counting spin. Hence $\delta h$ contributes $Ac-Dc+Bc^*$ with
\begin{equation}
B_{ia,jb}=2(ia|f|jb),\qquad A=D+B ,
\label{eq:local}
\end{equation}
where $D$ also denotes the diagonal matrix of gaps. In a free oscillation $c=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$. Comparing the two exponentials in Eq.~\eqref{eq:motion} yields
\begin{equation}
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
\end{equation}
With $P=X+Y$ and $M=X-Y$, the sum and difference are
\begin{equation}
(A+B)P=\omega M,\qquad (A-B)M=\omega P .
\label{eq:pm}
\end{equation}
The normalization is $X^TX-Y^TY=P^TM=1$. The TDA sets $B=0$ in these equations but keeps $A$, so that $AX=\omega X$ and $Y=0$.

To find the strengths, add a field term $Fz\cos\omega t$ to the Hamiltonian and let $z_{ia}=\langle a|z|i\rangle$. Each exponential receives $Fz/2$, and the sum and difference become
\begin{equation}
(A+B)P-\omega M=-Fz,\qquad (A-B)M-\omega P=0 .
\end{equation}
The induced $\langle z\rangle=2z^T(c+c^*)=4z^TP\cos\omega t$ equals $-\alpha F\cos\omega t$, because the electron charge is $-1$. Eliminating $M$ gives
\begin{equation}
\alpha(\omega)=4z^T\big[(A+B)-\omega^2(A-B)^{-1}\big]^{-1}z .
\label{eq:alpha}
\end{equation}

A stable ground state is assumed, meaning here that the singlet matrices $A+B$ and $A-B$ are positive definite. Stability against triplet changes, which polarize the spins, is not required; Hartree-Fock beryllium, used below, lacks it. Put $S=(A-B)^{1/2}$ and let $T_n$ be the orthonormal eigenvectors of $S(A+B)S$ with eigenvalues $\omega_n^2$. Then
\begin{equation}
P_n=\omega_n^{-1/2}ST_n,\qquad M_n=\omega_n^{1/2}S^{-1}T_n
\end{equation}
satisfy Eq.~\eqref{eq:pm} and $P_m^TM_n=\delta_{mn}$. Since $\sum_nT_nT_n^T=1$,
\begin{equation}
\sum_nP_nM_n^T=1,\qquad \sum_n\omega_nP_nP_n^T=A-B .
\label{eq:complete}
\end{equation}
The bracket in Eq.~\eqref{eq:alpha} equals $S^{-1}[S(A+B)S-\omega^2]S^{-1}$, so its inverse is $\sum_n\omega_nP_nP_n^T/(\omega_n^2-\omega^2)$. Therefore
\begin{equation}
\alpha(\omega)=\sum_n\frac{f^L_n}{\omega_n^2-\omega^2},\qquad f^L_n=4\omega_n(z^TP_n)^2 .
\end{equation}
This is the length strength for $z$ polarization. For an atom it equals the isotropic strength of the whole threefold $p$ level.

The velocity form uses $g_{ia}=-\langle a|\partial_z|i\rangle$. Since $\partial_z$ is antisymmetric, $\langle\partial_z\rangle=2g^T(c-c^*)$, whose $e^{-i\omega t}$ part is $2g^TM$. The equation of motion $d\langle z\rangle/dt=-i\langle\partial_z\rangle$ would require $\omega z^TP=g^TM$. Replacing both factors, or one, accordingly defines
\begin{equation}
f^V=\frac{4(g^TM)^2}{\omega},\qquad f^M=4(z^TP)(g^TM).
\end{equation}
Length-velocity equivalence thus says that the oscillating dipole and the oscillating momentum describe the same motion.

\section{The counter-example: beryllium}

The LDA calculation uses Slater exchange and VWN correlation. The basis has 21 $s$ and 21 sets of $p$ Gaussians with the same exponents. Multiplying an $s$ Gaussian by $z$ gives a $p$ Gaussian of the same exponent, so $z\phi_{1s}$ and $z\phi_{2s}$ lie in the basis. The lowest excitation is computed with all pairs, and it is compared below with a model that keeps only the pair formed by $2s$ and the lowest virtual $p$ orbital.

\subsection{One state}

The energy is 0.1772 hartree (4.82 eV) in full response and 0.1870 hartree (5.09 eV) in the TDA. Both lie below $-\varepsilon_{2s}=0.2057$ hartree, the onset of the continuum in this model. Full response gives $f^L=f^V=1.301$; the TDA gives $f^L=1.703$, $f^V=0.784$ and $f^M=1.155$. These strengths belong to this basis: at the basis-set limit they are 1.300, 1.699, 0.782 and 1.153, lower by up to 0.004, while the energies, sums and polarizabilities keep the digits quoted.

The TDA disagreement can be traced to one matrix element. For a local kernel $A-B=D$, and the commutator identity proved below is $Dz=g$. Using $D=A-B$ and $AX=\omega X$,
\begin{equation}
\frac{g^TX}{\omega}=\frac{z^T(A-B)X}{\omega}=z^TX-\frac{z^TBX}{\omega}.
\label{eq:gap}
\end{equation}
From the length strength, $|z^TX|=[1.7025/(4\times0.18698)]^{1/2}=1.509$ bohr. The computed $z^TBX/\omega$ is $-0.485$ bohr for the eigenvector sign in which $z^TX$ is negative. Thus $g^TX/\omega=-1.509+0.485=-1.024$ bohr, and
\begin{equation}
f^V=4\times0.18698\times(1.024)^2=0.784 .
\end{equation}
The two forms differ by a factor 2.2 because of the discarded coupling, in a basis where full response shows no visible difference.

\subsection{All states}

TDA eigenvectors are orthonormal, so $\sum_n\omega_nX_nX_n^T=A=D+B$ and
\begin{equation}
\sum_nf^L_n=4z^TDz+4z^TBz=N+4z^TBz .
\label{eq:excess}
\end{equation}
The first term is $N$ by the proof below. The second can be found from the ground-state density without solving for any excitation. Completeness gives
\begin{equation}
\sum_{ia}z_{ia}\phi_i\phi_a=\sum_i\phi_i\Big(z\phi_i-\sum_kz_{ik}\phi_k\Big)=\frac{zn}{2}.
\end{equation}
Here $z_{ik}=0$, because both occupied orbitals are $s$ functions, and $n=2\sum_i\phi_i^2$. With Eq.~\eqref{eq:local},
\begin{equation}
4z^TBz=8\iint\frac{zn}{2}\,f\,\frac{z'n'}{2}=2\iint z\,n(\mathbf r)f(\mathbf r,\mathbf r')z'n(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\label{eq:density}
\end{equation}
For the Hartree part, the dipole term of $1/|\mathbf r-\mathbf r'|$ is $(r_</r_>^2)\cos\gamma$, with $\gamma$ the angle between the two vectors. Its angular integral with $\cos\theta\cos\theta'$ is $(4\pi/3)^2$. The two orderings of the radii contribute equally, so
\begin{equation}
E_H=4\left(\frac{4\pi}{3}\right)^2\int_0^\infty dr\,r\,n(r)\int_0^r ds\,s^4n(s)=1.567 .
\end{equation}
The local exchange-correlation kernel contributes
\begin{equation}
E_{xc}=\frac{8\pi}{3}\int_0^\infty dr\,r^4n(r)^2f_{xc}(r)=-0.663 .
\end{equation}
These are dimensionless contributions to the strength sum. Their total, 0.904, agrees with the excess $4.904-4$ from the diagonalization. The repulsion of the displaced charge raises the length sum, and exchange-correlation removes part of that rise.

The sum has a direct physical reading. At frequencies far above all excitations that carry appreciable strength, $\alpha(\omega)\to-\sum_nf^L_n/\omega^2$, the response of free electrons. The TDA length strengths make the atom respond there as if it had 4.9 electrons.

\subsection{Hartree-Fock gives the same verdict}

With Hartree-Fock orbitals and exchange in the response, the TDA energy is 5.2\% above the full-response value. The common strength 1.378 splits into a length value 1.891 and a velocity value 0.865. The full sums are both 4.000; the TDA sums are 4.869 and 3.421. The failure is therefore not peculiar to the LDA kernel.

\section{General statement and proof}

\emph{Statement.} Let the ground state be self-consistent and stable in the singlet sense defined above, with all occupied orbitals included in the response. Let the one-electron potential be either local with a real, symmetric adiabatic kernel acting on the density, or that of Hartree-Fock with the corresponding exchange response. In a complete basis, full response gives $f^L_n=f^V_n$ for every state and $\sum_nf^L_n=\sum_nf^V_n=N$. The TDA preserves $\sum_nf^M_n=N$, but its length sum is $N+4z^TBz$, and its two amplitudes differ by $z^TBX/\omega$.

\subsection{The key identity}

The claims for full response rest on the identity
\begin{equation}
(A-B)z=g .
\label{eq:key}
\end{equation}
For a local potential, $A-B=D$. The potential commutes with $z$, and $[-\tfrac12\nabla^2,z]=-\partial_z$. Hence
\begin{equation}
D_{ia}z_{ia}=\langle a|[h,z]|i\rangle=-\langle a|\partial_z|i\rangle=g_{ia}.
\end{equation}

For Hartree-Fock, $h$ contains $-K$, where $K(\mathbf r,\mathbf r')=\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r')/|\mathbf r-\mathbf r'|$. Thus
\begin{equation}
D_{ia}z_{ia}=g_{ia}-\langle a|[K,z]|i\rangle .
\label{eq:hfgap}
\end{equation}
The first-order change of $K$ has a part $c_{jb}\phi_b(\mathbf r)\phi_j(\mathbf r')$ and a part $c_{jb}^*\phi_j(\mathbf r)\phi_b(\mathbf r')$. Together with the Hartree response they give
\begin{align}
A_{ia,jb}&=D_{ia}\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab),\\
B_{ia,jb}&=2(ia|jb)-(ib|ja).
\end{align}
The Hartree terms cancel in $A-B$:
\begin{equation}
[(A-B)z]_{ia}=D_{ia}z_{ia}+\sum_{jb}[(ib|ja)-(ij|ab)]z_{jb}.
\label{eq:hfab}
\end{equation}
In the commutator, attach the factor $z$ to the orbital $\phi_j$ at the same point:
\begin{equation}
\langle a|[K,z]|i\rangle=\sum_j\big[(aj|(z\phi_j)i)-(a(z\phi_j)|ji)\big].
\end{equation}
Now expand $z\phi_j=\sum_bz_{jb}\phi_b+\sum_kz_{jk}\phi_k$. The occupied part is $\sum_{jk}z_{jk}[(aj|ki)-(ak|ji)]$. It vanishes on exchanging $j$ and $k$ in one term, because $z_{jk}=z_{kj}$. The virtual part is $\sum_{jb}z_{jb}[(ib|ja)-(ij|ab)]$, which is the sum in Eq.~\eqref{eq:hfab}. Inserting Eq.~\eqref{eq:hfgap} there cancels it and leaves $g_{ia}$. This proves Eq.~\eqref{eq:key}.

\subsection{Equivalence and the sum}

Multiply Eq.~\eqref{eq:key} by $M_n$ and use the symmetry of $A-B$ with Eq.~\eqref{eq:pm}:
\begin{equation}
g^TM_n=z^T(A-B)M_n=\omega_nz^TP_n .
\end{equation}
Thus $f^L_n=f^V_n=f^M_n$. Equation~\eqref{eq:complete} then gives
\begin{equation}
\sum_nf^L_n=4z^T(A-B)z=4z^Tg .
\end{equation}
To evaluate $z^Tg$, use $g_{ia}=\langle i|\partial_z|a\rangle$ and complete the sum over virtual orbitals:
\begin{equation}
z^Tg=\sum_i\langle i|\partial_zz|i\rangle-\sum_{ik}\langle i|\partial_z|k\rangle\langle k|z|i\rangle .
\end{equation}
The last double sum contracts an antisymmetric with a symmetric matrix and is zero. Also $\langle i|\partial_zz|i\rangle=1+\langle i|z\partial_z|i\rangle$, and integration by parts gives $\langle i|z\partial_z|i\rangle=\tfrac12\int z\,\partial_z(\phi_i^2)\,d\mathbf r=-\tfrac12$. Each of the $N/2$ occupied orbitals therefore contributes $\tfrac12$, so $4z^Tg=N$.

For the TDA, $A=(A-B)+B$ turns $4z^TAz$ into $N+4z^TBz$, now for Hartree-Fock as well. Equation~\eqref{eq:gap} likewise needs nothing beyond Eq.~\eqref{eq:key}. Finally, $\sum_nX_nX_n^T=1$ gives $\sum_nf^M_n=4z^Tg=N$. The mixed sum is blind to the TDA error: for beryllium it is 4.000, although the mixed strength of the lowest LDA state is 1.155 instead of 1.301.

The sign of the excess is fixed in one simple case. If the kernel is the Hartree kernel alone, $v^TBv$ is proportional to the electrostatic self-energy of a real charge density and cannot be negative. The TDA length sum is then at least $N$. Its velocity sum, $4g^T(D+B)^{-1}g$, is at most $4g^TD^{-1}g=N$. With exchange-correlation included this argument no longer fixes the signs.

\section{Why energies conceal the error}

Eliminate $Y=-(A+\omega)^{-1}BX$ from the full equations:
\begin{equation}
\big[A-B(A+\omega)^{-1}B\big]X=\omega X .
\end{equation}
For a nondegenerate state, the discarded coupling changes the energy first at order $B^2$. The amplitude $Y$ is of order $B$, and it enters $z^T(X+Y)$ and $g^T(X-Y)$ linearly, with opposite signs.

A single pair with coupling $K$, now a number, shows the sizes. Here $A=D+K$ and $B=K$, so
\begin{equation}
\omega_{\rm full}=\sqrt{D(D+2K)},\qquad \omega_{\rm TDA}=D+K .
\end{equation}
Full response has $f^L=4z^2D$, while the TDA has $f^L=4z^2(D+K)$. With $\kappa=K/D$, the TDA multiplies the length strength by $1+\kappa$ and divides the velocity strength by $1+\kappa$. The relative energy error is
\begin{equation}
\frac{1+\kappa}{\sqrt{1+2\kappa}}-1=\frac{\kappa^2}{2}+O(\kappa^3).
\end{equation}
The LDA pair formed by $2s$ and the lowest virtual $p$ orbital has $D=0.1286$ and $K=0.0711$ hartree, so $\kappa=0.553$. The energies are 0.1866 and 0.1997 hartree, an error of 7.0\%, while the length strength is 55\% too large. The leading term $\kappa^2/2=0.15$ overestimates the energy error, so $\kappa$ is not small here. Including all pairs reduces the two errors to 5.5\% and 31\%.

The orders were tested with all pairs present by scaling the LDA coupling. Doubling it from 0.01 to 0.02 of its full value multiplies the energy error of the lowest state by 3.97 and its length-strength error by 2.00.

Energies are not safe in every regime either. As $K\to-D/2$, the full one-pair energy tends to zero while the TDA energy tends to $D/2$. Near such an instability, the relative energy error grows without bound.

\section{Static response and finite bases}

At zero frequency, Eq.~\eqref{eq:alpha} gives $\alpha(0)=4z^T(A+B)^{-1}z$. This is the first-order response of the self-consistent ground state to a static field. The TDA sum over states with length strengths gives $4z^TA^{-1}z$ instead. For LDA beryllium, full response gives 43.80 bohr$^3$, and ground-state calculations in fields of $\pm0.001$ atomic units also give 43.80. The TDA length strengths give 55.06, which is 26\% too large; the velocity and mixed strengths give 25.0 and 36.5, both too small. The TDA states are therefore inconsistent with the polarizability of the ground state on which they are built.

A finite basis is a separate source of failure. With only three $p$ exponents (0.04, 0.32 and 2.56 bohr$^{-2}$), full LDA response gives a length sum of 4.29, a velocity sum of 3.25 and a mixed sum of 3.63. The mixed sum equals $4z^Tg$ in any finite basis, for full response and TDA alike, so its departure from $N$ signals a basis defect. Its agreement with $N$ is necessary for completeness but does not prove it. In the large basis, the full sums and the mixed TDA sum all equal 4.000, so the departure of the TDA length and velocity sums from $N$ there comes from the approximation itself. Even this agreement does not prove convergence: with accurate occupied orbitals, the two functions $z\phi_{1s}$ and $z\phi_{2s}$ alone give 4.000 for all three full LDA sums, but 3.35 instead of 3.43 for the TDA velocity sum.

The other assumptions matter too. Leaving an occupied orbital out of the response removes its terms from $4z^Tg$. Using nonlocal Hartree-Fock exchange in the orbitals but not in the response, or the reverse, removes the cancellation that proved Eq.~\eqref{eq:key}; a local exchange potential needs no such matching, since $A-B=D$ for any local potential and density kernel. Functionals whose potential depends on the kinetic-energy density are not covered by this proof. Neither the sum rule nor equivalence certifies the energies: LDA and Hartree-Fock both satisfy them in full response, yet LDA approximates exchange and correlation, and the Hartree-Fock ground state omits correlation. The complete set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Be atom: electrons N = 4; basis functions = 84
Exponents: 0.01 to 10485.8 bohr^-2, 21 each for s and p
Finite field for the polarizability check = 0.0010 a.u.
LDA: total energy = -14.44718 Ha; -(2s orbital energy) = 0.20574 Ha
LDA lowest energy: full 0.17716, TDA 0.18698 Ha
LDA lowest energy: full 4.821, TDA 5.088 eV
LDA TDA energy change = 5.55 %
LDA lowest f, full: length 1.3007, velocity 1.3007
LDA lowest f, TDA: length 1.7025, velocity 0.7840, mixed 1.1553
LDA TDA length-strength change = 30.89 %
LDA TDA amplitude gap z.B.X/w = -0.4849 bohr
LDA sums, full: length 4.00000, velocity 4.00000, mixed 4.00000
LDA sums, TDA: length 4.90372, velocity 3.43422, mixed 4.00000
LDA predicted excess 4 z.B.z = 0.90372
LDA polarizability: full 43.797, TDA 55.063, finite field 43.800 bohr^3
HF: total energy = -14.57299 Ha; -(2s orbital energy) = 0.30927 Ha
HF lowest energy: full 0.17633, TDA 0.18550 Ha
HF lowest energy: full 4.798, TDA 5.048 eV
HF TDA energy change = 5.20 %
HF lowest f, full: length 1.3777, velocity 1.3777
HF lowest f, TDA: length 1.8910, velocity 0.8653, mixed 1.2792
HF TDA length-strength change = 37.25 %
HF TDA amplitude gap z.B.X/w = -0.5165 bohr
HF sums, full: length 4.00000, velocity 4.00000, mixed 4.00000
HF sums, TDA: length 4.86886, velocity 3.42056, mixed 4.00000
HF predicted excess 4 z.B.z = 0.86885
HF polarizability: full 45.617, TDA 57.562, finite field 45.618 bohr^3
LDA excess from density: Hartree 1.56701, xc -0.66328, total 0.90373
LDA one pair: gap D = 0.12857 Ha, coupling K = 0.07109 Ha
LDA one pair energy: full 0.18657, TDA 0.19966 Ha
LDA one pair length f: full 1.3032, TDA 2.0239, ratio 1.5529
Error growth when the coupling is doubled from 0.01 to 0.02 of full:
  energy error x 3.969, length-strength error x 1.999
Poor p set exponents (bohr^-2): 0.04, 0.32, 2.56
LDA full response, poor p set, sums: length 4.2929, velocity 3.2514, mixed 3.6314
\end{verbatim}
